# Quadratic Stark effect in the n = 2 shell of hydrogen: a numerical check

```python
"""
Quadratic Stark effect of the n = 2 shell of nonrelativistic hydrogen.

Result under test, for H = H0 + F z in Hartree atomic units:
  sums over states outside the shell give 120 (2s), 216 (2p0), 156 (2p, |m|=1);
  the m = 0 field eigenstates are equal mixtures of 2s and 2p0 as F -> 0,
  so both have polarizability (120 + 216)/2 = 168; for |m| = 1 it is 156.
Symbols: F field, l and m angular momentum numbers, alpha polarizability,
  E = E0 + E1 F - alpha F^2/2 + ..., response = radial sum over states
  of |<k|r|0>|^2/(E_k - E0), with the n = 2 shell left out.
Parabolic part: xi = r + z, eta = r - z, kappa = sqrt(-2E), x = kappa xi,
  g = F/(4 kappa^3), beta = eigenvalue of one separated equation.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.optimize import brentq
from scipy.special import eval_genlaguerre, gammaln, lpmv, roots_laguerre

# ---------- closed-form first-order radial functions, checked symbolically
r = sp.symbols("r", positive=True)
decay_factor = sp.exp(-r / 2)
R2s = (1 - r / 2) * decay_factor / sp.sqrt(2)
R2p = r * decay_factor / (2 * sp.sqrt(6))


def radial_integral(expression):
    return sp.simplify(sp.integrate(sp.expand(r**2 * expression), (r, 0, sp.oo)))


def shifted_hamiltonian(function, l):
    kinetic = -(sp.diff(function, r, 2) + 2 * sp.diff(function, r) / r) / 2
    return kinetic + (sp.Rational(l * (l + 1), 2) / r**2 - 1 / r
                      + sp.Rational(1, 8)) * function


assert radial_integral(R2s**2) == 1 and radial_integral(R2p**2) == 1
radial_coupling = radial_integral(R2s * r * R2p)
z_coupling = float(radial_coupling / sp.sqrt(3))
assert abs(z_coupling + 3) < 1e-12

f_sp = (r**3 - 30 * r) * decay_factor / (2 * sp.sqrt(2))
f_ps = (-r**3 + 6 * r**2 + 6 * r - 12) * decay_factor / (2 * sp.sqrt(6))
f_pd = (-r**3 - 6 * r**2) * decay_factor / (2 * sp.sqrt(6))
closed_response = {}
for name, start, partner, l, f in [("sp", R2s, R2p, 1, f_sp),
                                  ("ps", R2p, R2s, 0, f_ps),
                                  ("pd", R2p, sp.Integer(0), 2, f_pd)]:
    source = r * start - (radial_coupling * partner if partner != 0 else 0)
    residual = (shifted_hamiltonian(f, l) + source) / decay_factor
    assert sp.simplify(sp.expand(residual)) == 0
    if partner != 0:
        assert radial_integral(partner * f) == 0
    closed_response[name] = float(-radial_integral(start * r * f))


# ---------- angular matrix elements of cos(theta), checked by quadrature
def cosine_element(l, m):
    return np.sqrt(((l + 1)**2 - m**2) / ((2 * l + 1) * (2 * l + 3)))


top_l = 7
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(30)
for m in (0, 1):
    for l in range(m, top_l):
        low = lpmv(m, l, cos_nodes)
        high = lpmv(m, l + 1, cos_nodes)
        norm = np.sqrt((cos_weights @ low**2) * (cos_weights @ high**2))
        integral = cos_weights @ (low * cos_nodes * high) / norm
        assert abs(integral - cosine_element(l, m)) < 1e-11

alpha_2s = 2 * cosine_element(0, 0)**2 * closed_response["sp"]
alpha_2p0_s = 2 * cosine_element(0, 0)**2 * closed_response["ps"]
alpha_2p0_d = 2 * cosine_element(1, 0)**2 * closed_response["pd"]
alpha_2p0 = alpha_2p0_s + alpha_2p0_d
alpha_2p1 = 2 * cosine_element(1, 1)**2 * closed_response["pd"]
alpha_mixed = (alpha_2s + alpha_2p0) / 2

# ---------- radial Hamiltonians in an orthonormal Laguerre basis
basis_size = 16
basis_decay = 0.45
nodes, weights = roots_laguerre(50)
radius = nodes / (2 * basis_decay)
dr = weights / (2 * basis_decay)


def radial_basis(l):
    values, slopes = [], []
    for k in range(basis_size):
        norm = np.sqrt((2 * basis_decay)**3
                       * np.exp(gammaln(k + 1) - gammaln(k + 2 * l + 3)))
        laguerre = eval_genlaguerre(k, 2 * l + 2, nodes)
        derivative = nodes**l * (-eval_genlaguerre(k - 1, 2 * l + 3, nodes)
                                 if k > 0 else 0 * nodes)
        if l > 0:
            derivative = derivative + l * nodes**(l - 1) * laguerre
        value = norm * nodes**l * laguerre
        values.append(value)
        slopes.append(2 * basis_decay * norm * derivative - basis_decay * value)
    return np.array(values), np.array(slopes)


tables = [radial_basis(l) for l in range(top_l + 1)]
radial_h = []
for l, (value, slope) in enumerate(tables):
    matrix = 0.5 * (slope * (dr * radius**2)) @ slope.T
    matrix += (value * (dr * (0.5 * l * (l + 1) - radius))) @ value.T
    radial_h.append((matrix + matrix.T) / 2)
radial_r = [(tables[l][0] * (dr * radius**3)) @ tables[l + 1][0].T
            for l in range(top_l)]
spectra = [np.linalg.eigh(matrix) for matrix in radial_h]
vector_2s = spectra[0][1][:, 1]
vector_2p = spectra[1][1][:, 0]
assert abs(spectra[0][0][1] + 0.125) < 1e-10
assert abs(spectra[1][0][0] + 0.125) < 1e-10


def summed_response(start, r_matrix, final_l):
    energies, vectors = spectra[final_l]
    elements = vectors.T @ (r_matrix @ start)
    outside = np.abs(energies + 0.125) > 1e-6
    return np.sum(elements[outside]**2 / (energies[outside] + 0.125))


sum_response = {"sp": summed_response(vector_2s, radial_r[0].T, 1),
                "ps": summed_response(vector_2p, radial_r[0], 0),
                "pd": summed_response(vector_2p, radial_r[1].T, 2)}
for name in sum_response:
    assert abs(sum_response[name] / closed_response[name] - 1) < 1e-7


# ---------- full diagonalization in the field
def field_states(field, m):
    l_values = list(range(m, top_l + 1))
    matrix = np.zeros((basis_size * len(l_values),) * 2)
    for i, l in enumerate(l_values):
        here = slice(i * basis_size, (i + 1) * basis_size)
        matrix[here, here] = radial_h[l]
        if l < top_l:
            after = slice((i + 1) * basis_size, (i + 2) * basis_size)
            block = field * cosine_element(l, m) * radial_r[l]
            matrix[here, after] = block
            matrix[after, here] = block.T
    return np.linalg.eigh(matrix)


def shell_levels(field):
    """Lower m=0, upper m=0 and |m|=1 levels of the n = 2 shell."""
    zero = field_states(field, 0)[0]
    one = field_states(field, 1)[0]
    return np.array([zero[1], zero[2], one[0]])


zero_field = shell_levels(0.0)


def apparent_alpha(field):
    shift = shell_levels(field) - zero_field
    return -2 * np.array([(shift[0] + shift[1]) / 2, shift[2]]) / field**2


# The leading F^4 energy term is removed by combining two fields.
small_field = 2e-4
alpha_field = (4 * apparent_alpha(small_field)
               - apparent_alpha(2 * small_field)) / 3
assert abs(alpha_field[0] - alpha_mixed) < 5e-3
assert abs(alpha_field[1] - alpha_2p1) < 5e-3

small_levels = shell_levels(small_field)
half_splitting = (small_levels[1] - small_levels[0]) / 2
linear_slope = half_splitting / small_field
assert abs(linear_slope - abs(z_coupling)) < 1e-3
cubic_coefficient = (half_splitting - 3 * small_field) / small_field**3

# Both m = 0 levels separately must leave a remainder of third order.
half_levels = shell_levels(small_field / 2)
for index, sign in ((0, -1), (1, 1)):
    remainders = []
    for field, levels in ((small_field, small_levels),
                          (small_field / 2, half_levels)):
        prediction = -0.125 + sign * 3 * field - alpha_mixed * field**2 / 2
        remainders.append(levels[index] - prediction)
    assert abs(remainders[0] / remainders[1] - 8) < 0.5

# ---------- composition of the two m = 0 states
mix_field = 1e-4
mix_vectors = field_states(mix_field, 0)[1]


def s_minus_p(index):
    weight_s = (vector_2s @ mix_vectors[:basis_size, index])**2
    weight_p = (vector_2p @ mix_vectors[basis_size:2 * basis_size, index])**2
    return (weight_s - weight_p) / (weight_s + weight_p)


mixing_slope = (s_minus_p(2) - s_minus_p(1)) / (2 * mix_field)
mixing_formula = (alpha_2p0 - alpha_2s) / (4 * abs(z_coupling))
assert abs(mixing_slope - mixing_formula) < 0.05

# ---------- separated parabolic equations
x_squared = {}
for m in (0, 1):
    functions = np.array([
        np.exp(0.5 * (gammaln(k + 1) - gammaln(k + m + 1)))
        * eval_genlaguerre(k, m, nodes) for k in range(basis_size)])
    x_squared[m] = (functions * (weights * nodes**(m + 2))) @ functions.T


def beta(k, m, g):
    diagonal = np.arange(basis_size) + (m + 1) / 2
    return np.linalg.eigvalsh(np.diag(diagonal) + g * x_squared[m])[k]


def beta_coefficients(k, m):
    row = x_squared[m][k]
    second = -sum(row[j]**2 / (j - k) for j in range(basis_size) if j != k)
    return row[k], second


step = 1e-4
parabolic = {}
for k, m in ((0, 0), (1, 0), (0, 1)):
    first, second = beta_coefficients(k, m)
    plus, centre, minus = beta(k, m, step), beta(k, m, 0), beta(k, m, -step)
    assert abs((plus - minus) / (2 * step) / first - 1) < 1e-3
    assert abs((plus + minus - 2 * centre) / (2 * step**2) / second - 1) < 2e-3
    parabolic[k, m] = (first, second)


def parabolic_series(k_xi, k_eta, m):
    n = k_xi + k_eta + m + 1
    a = parabolic[k_xi, m][0] - parabolic[k_eta, m][0]
    b = parabolic[k_xi, m][1] + parabolic[k_eta, m][1]
    nu1 = a * n**3 / 4
    nu2 = 3 * a * n**2 * nu1 / 4 + b * n**6 / 16
    energy1 = nu1 / n**3
    energy2 = nu2 / n**3 - 1.5 * nu1**2 / n**4
    return nu1, nu2, energy1, -2 * energy2


series_zero = parabolic_series(1, 0, 0)
series_one = parabolic_series(0, 0, 1)
assert abs(series_zero[2] - linear_slope) < 1e-3
assert abs(series_zero[3] - alpha_field[0]) < 5e-3
assert abs(series_one[3] - alpha_field[1]) < 5e-3


def parabolic_energy(k_xi, k_eta, m, field):
    def mismatch(energy):
        kappa = np.sqrt(-2 * energy)
        g = field / (4 * kappa**3)
        return kappa * (beta(k_xi, m, g) + beta(k_eta, m, -g)) - 1
    return brentq(mismatch, -0.14, -0.11, xtol=1e-14, rtol=1e-14)


# ---------- worked example
F = 1e-3
levels = shell_levels(F)
separated = np.array([parabolic_energy(0, 1, 0, F),
                      parabolic_energy(1, 0, 0, F),
                      parabolic_energy(0, 0, 1, F)])
assert np.max(np.abs(levels - separated)) < 1e-9
first_order = -0.125 + abs(z_coupling) * F * np.array([-1, 1, 0])
second_order = first_order - F**2 / 2 * np.array(
    [alpha_mixed, alpha_mixed, alpha_2p1])
wrong_lower = first_order[0] - alpha_2p0 * F**2 / 2
wrong_upper = first_order[1] - alpha_2s * F**2 / 2
assert abs(levels[0] - second_order[0]) < abs(levels[0] - wrong_lower) / 5
assert abs(levels[1] - second_order[1]) < abs(levels[1] - wrong_upper) / 5

# Fine-structure span: Dirac levels against the spin-orbit expectation value.
fine = constants.fine_structure


def dirac_energy(j):
    effective_n = 2 - (j + 0.5) + np.sqrt((j + 0.5)**2 - fine**2)
    return (1 / np.sqrt(1 + (fine / effective_n)**2) - 1) / fine**2


fine_span = dirac_energy(1.5) - dirac_energy(0.5)
inverse_cube = float(radial_integral(R2p**2 / r**3))
assert abs(fine_span / (0.75 * fine**2 * inverse_cube) - 1) < 1e-3
assert 2 * abs(z_coupling) * F > 100 * fine_span

alpha_unit = constants.physical_constants[
    "atomic unit of electric polarizability"][0]
field_unit = constants.physical_constants["atomic unit of electric field"][0]

print("All values in Hartree atomic units unless a unit is shown")
print(f"<2s|z|2p0>: {z_coupling:.6f}")
for name, label in (("sp", "2s to p"), ("ps", "2p to s"), ("pd", "2p to d")):
    print(f"response {label}, closed form: {closed_response[name]:.6f}")
    print(f"response {label}, state sum:   {sum_response[name]:.6f}")
print(f"alpha 2s, shell omitted: {alpha_2s:.6f}")
print(f"alpha 2p0, s part: {alpha_2p0_s:.6f}")
print(f"alpha 2p0, d part: {alpha_2p0_d:.6f}")
print(f"alpha 2p0, shell omitted: {alpha_2p0:.6f}")
print(f"alpha m=0 eigenstates, average: {alpha_mixed:.6f}")
print(f"alpha |m|=1: {alpha_2p1:.6f}")
print(f"alpha m=0 from field diagonalization: {alpha_field[0]:.4f}")
print(f"alpha |m|=1 from field diagonalization: {alpha_field[1]:.4f}")
print(f"linear slope at F = {small_field:.1e}: {linear_slope:.5f}")
print(f"cubic coefficient estimate: {cubic_coefficient:.0f}")
print(f"s-p weight imbalance / F, numerical: {mixing_slope:.4f}")
print(f"s-p weight imbalance / F, formula: {mixing_formula:.4f}")
for (k, m), (first, second) in parabolic.items():
    print(f"parabolic k={k} |m|={m}: <x^2> = {first:.4f}, b = {second:.4f}")
print(f"nu coefficients m=0: {series_zero[0]:.4f}, {series_zero[1]:.4f}")
print(f"nu coefficients |m|=1: {series_one[0]:.4f}, {series_one[1]:.4f}")
print(f"parabolic alpha m=0: {series_zero[3]:.6f}")
print(f"parabolic alpha |m|=1: {series_one[3]:.6f}")
print(f"example field F: {F:.4f}")
print(f"example field in V/m: {F * field_unit:.5e}")
for i, label in enumerate(("lower m=0", "upper m=0", "|m|=1")):
    print(f"{label}, diagonalization: {levels[i]:.9f}")
    print(f"{label}, parabolic root:  {separated[i]:.9f}")
    print(f"{label}, first order:     {first_order[i]:.9f}")
    print(f"{label}, second order:    {second_order[i]:.9f}")
    print(f"{label}, remainder: {levels[i] - second_order[i]:.3e}")
print(f"lower m=0 error if alpha = 216: {levels[0] - wrong_lower:.3e}")
print(f"upper m=0 error if alpha = 120: {levels[1] - wrong_upper:.3e}")
print(f"n=2 fine-structure span: {fine_span:.4e}")
print(f"alpha m=0 in C^2 m^2/J: {alpha_mixed * alpha_unit:.5e}")
print(f"alpha |m|=1 in C^2 m^2/J: {alpha_2p1 * alpha_unit:.5e}")
print("done: every assertion held")
```

Printed output:

```
All values in Hartree atomic units unless a unit is shown
<2s|z|2p0>: -3.000000
response 2s to p, closed form: 180.000000
response 2s to p, state sum:   180.000000
response 2p to s, closed form: 12.000000
response 2p to s, state sum:   12.000000
response 2p to d, closed form: 390.000000
response 2p to d, state sum:   390.000000
alpha 2s, shell omitted: 120.000000
alpha 2p0, s part: 8.000000
alpha 2p0, d part: 208.000000
alpha 2p0, shell omitted: 216.000000
alpha m=0 eigenstates, average: 168.000000
alpha |m|=1: 156.000000
alpha m=0 from field diagonalization: 168.0000
alpha |m|=1 from field diagonalization: 156.0000
linear slope at F = 2.0e-04: 3.00006
cubic coefficient estimate: 1561
s-p weight imbalance / F, numerical: 8.0002
s-p weight imbalance / F, formula: 8.0000
parabolic k=0 |m|=0: <x^2> = 2.0000, b = -18.0000
parabolic k=1 |m|=0: <x^2> = 14.0000, b = -258.0000
parabolic k=0 |m|=1: <x^2> = 6.0000, b = -78.0000
nu coefficients m=0: 24.0000, -240.0000
nu coefficients |m|=1: 0.0000, -624.0000
parabolic alpha m=0: 168.000000
parabolic alpha |m|=1: 156.000000
example field F: 0.0010
example field in V/m: 5.14221e+08
lower m=0, diagonalization: -0.128085835
lower m=0, parabolic root:  -0.128085835
lower m=0, first order:     -0.128000000
lower m=0, second order:    -0.128084000
lower m=0, remainder: -1.835e-06
upper m=0, diagonalization: -0.122082686
upper m=0, parabolic root:  -0.122082686
upper m=0, first order:     -0.122000000
upper m=0, second order:    -0.122084000
upper m=0, remainder: 1.314e-06
|m|=1, diagonalization: -0.125078224
|m|=1, parabolic root:  -0.125078224
|m|=1, first order:     -0.125000000
|m|=1, second order:    -0.125078000
|m|=1, remainder: -2.240e-07
lower m=0 error if alpha = 216: 2.216e-05
upper m=0 error if alpha = 120: -2.269e-05
n=2 fine-structure span: 1.6642e-06
alpha m=0 in C^2 m^2/J: 2.76995e-39
alpha |m|=1 in C^2 m^2/J: 2.57209e-39
done: every assertion held
```
